# Transmission past one shifted site in a tight-binding chain

## The problem

A metal wire so thin that a single conducting channel is left can be modelled as a chain of atoms with one orbital each. Suppose that one atom is foreign, and that its only effect is to shift the energy of its own orbital. How much of an electron wave gets past it, and how much resistance does it add?

The model is as follows. Sites are labelled by integers $n$ and lie at positions $na$ on an infinite line. Their orbitals are orthonormal. An electron hops between neighbours with matrix element $-t$, where $t>0$. The orbital energy is zero on every site except $n=0$, where it is $U$, a real number of either sign. Electrons do not interact, and nothing in the chain can take up energy. If $\psi_n$ is the amplitude on site $n$, a state of energy $E$ obeys

$$E\psi_n = U\delta_{n0}\,\psi_n - t(\psi_{n+1}+\psi_{n-1}). \tag{1}$$

(a) A wave of wave number $k$, with $0<ka<\pi$, comes in from the left. Find the probability $T$ that it is transmitted.

(b) For $t=0.050$ hartree, $U=0.060$ hartree and a Fermi wave number given by $ka=\pi/3$, find the conductance at zero temperature and small bias, and the resistance that the shifted site adds.

The parameters in (b) are round model values and stand for no particular metal.

## A first estimate by scaling

Away from site 0, insert $\psi_n=e^{ikna}$ in (1). The neighbours contribute $e^{ika}+e^{-ika}=2\cos ka$, so

$$E=-2t\cos ka,\qquad v=\frac1\hbar\frac{dE}{dk}=\frac{2ta}{\hbar}\sin ka. \tag{2}$$

The velocity $v$ is positive for $0<ka<\pi$, so $e^{ikna}$ moves to the right and $e^{-ikna}$ to the left.

**Weak shift.** An electron spends a time of about $a/v$ on a site. During that time the extra energy $U$ turns its phase by about

$$\frac{U}{\hbar}\,\frac{a}{v}=\frac{U}{2t\sin ka}\equiv x. \tag{3}$$

This dimensionless number should control the scattering. If $|x|\ll1$, the disturbance of the wave is of relative size $x$, and so is the reflected amplitude. The reflected probability is then of order $x^2$. With the unknown numerical factor set to one,

$$T\approx 1-x^2\qquad(|x|\ll 1). \tag{4}$$

**Strong shift.** If $|U|$ is much larger than $t$, the wave hardly enters site 0. To its left there is nearly a standing wave with a node at $n=0$, namely $e^{ikna}-e^{-ikna}=2i\sin kna$, whose value at $n=-1$ is $-2i\sin ka$. In equation (1) at site 0, the large term $U\psi_0$ must balance the hopping from the left, $t\psi_{-1}$. The terms $E\psi_0$ and $t\psi_1$ are smaller, since $|E|$ and $t$ are small beside $|U|$ and $\psi_1$ has the same size as $\psi_0$. Hence

$$|\psi_0|\approx\frac{2t\sin ka}{|U|}=\frac1{|x|},\qquad T\approx\frac1{x^2}\qquad(|U|\gg t). \tag{5}$$

The last step uses the fact that the wave leaving to the right has the amplitude found on site 0.

For the numbers in (b), $2t\sin ka=0.0866$ hartree, so $x=0.060/0.0866=0.693$ and $x^2=0.480$. Estimate (4) gives $T\approx0.52$. Estimate (5) gives $1/0.48\approx2.1$, which is no probability at all. The shift is neither weak nor strong, and the exact solution is needed.

## The exact solution

### The form of the wave

Where there is no shift, (1) is a recurrence that fixes each amplitude from the two before it. Its solutions therefore form a two-dimensional space, spanned by $e^{ikna}$ and $e^{-ikna}$. These two are independent because $ka$ is neither $0$ nor $\pi$. With a wave of unit amplitude coming from the left and nothing coming from the right,

$$\psi_n=\begin{cases}e^{ikna}+r\,e^{-ikna}, & n\le 0,\\ \tau\,e^{ikna}, & n\ge 0.\end{cases} \tag{6}$$

Both lines are claimed to hold at $n=0$, and this needs a reason. The equation at site $-1$ contains no shift and reads $E\psi_{-1}=-t(\psi_0+\psi_{-2})$. It determines $\psi_0$ from $\psi_{-1}$ and $\psi_{-2}$ by the same recurrence as everywhere on the left, so the left-hand form extends to $n=0$. The equation at site $+1$ extends the right-hand form to $n=0$ in the same way. The amplitude $\psi_0$ has one value, so

$$1+r=\tau. \tag{7}$$

### The equation at the shifted site

One equation has not been used, the one at $n=0$:

$$(U-E)\,\psi_0=t(\psi_1+\psi_{-1}). \tag{8}$$

From (6), $\psi_0=\tau$ and $\psi_1=\tau e^{ika}$. On the left, with $r=\tau-1$ from (7),

$$\psi_{-1}=e^{-ika}+(\tau-1)e^{ika}=\tau e^{ika}-\left(e^{ika}-e^{-ika}\right)=\tau e^{ika}-2i\sin ka .$$

Insert these in (8), together with $-E=2t\cos ka$:

$$(U+2t\cos ka)\,\tau=2t\,\tau e^{ika}-2it\sin ka .$$

Now write $e^{ika}=\cos ka+i\sin ka$ and bring the terms with $\tau$ to the left. The cosines cancel:

$$(U-2it\sin ka)\,\tau=-2it\sin ka .$$

Divide both sides by $-2it\sin ka$. Since $1/(-i)=i$, the term with $U$ becomes $iU/(2t\sin ka)=ix$, and

$$\tau=\frac{1}{1+ix},\qquad r=\tau-1=\frac{-ix}{1+ix}. \tag{9}$$

The number $x$ is the one that the scaling argument produced in (3).

### From amplitude to probability

A transmission probability is a ratio of currents, so the current has to be identified. Let $s$ denote time. The time-dependent equation is $i\hbar\,d\psi_n/ds=(H\psi)_n$, where $(H\psi)_n$ is the right-hand side of (1). Then

$$\frac{d|\psi_n|^2}{ds}=2\,\mathrm{Re}\left(\psi_n^*\frac{d\psi_n}{ds}\right)=\frac2\hbar\,\mathrm{Im}\left(\psi_n^*(H\psi)_n\right),$$

because $\mathrm{Re}(-iz)=\mathrm{Im}\,z$. The term with $U$ is real and drops out. The hopping terms give

$$\frac{d|\psi_n|^2}{ds}=-\frac{2t}\hbar\left[\mathrm{Im}(\psi_n^*\psi_{n+1})+\mathrm{Im}(\psi_n^*\psi_{n-1})\right]=J_{n-1}-J_n,$$

$$J_n=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}). \tag{10}$$

Here $\mathrm{Im}(\psi_n^*\psi_{n-1})=-\mathrm{Im}(\psi_{n-1}^*\psi_n)$ was used. The probability on a site changes by what flows in from the left minus what flows out to the right, so $J_n$ is the current from site $n$ to site $n+1$.

For the transmitted wave, $\psi_n^*\psi_{n+1}=|\tau|^2e^{ika}$ and $J=(2t/\hbar)|\tau|^2\sin ka$. On the left,

$$\psi_n^*\psi_{n+1}=e^{ika}+|r|^2e^{-ika}+\left[r\,e^{-ik(2n+1)a}+r^*e^{ik(2n+1)a}\right].$$

The bracket is a number plus its complex conjugate. It is real and carries no current, so $J=(2t/\hbar)(1-|r|^2)\sin ka$. The incident part is $(2t/\hbar)\sin ka$, and the transmitted fraction is $|\tau|^2$. No further factor appears, because the speed is the same on both sides. With $|1+ix|^2=1+x^2$,

$$\boxed{\,T=\frac{1}{1+\left(\dfrac{U}{2t\sin ka}\right)^2}\,} \tag{11}$$

The reflected fraction is $R=|r|^2=x^2/(1+x^2)$, and $R+T=1$, as a stationary state requires.

### Reading the formula

Since $4t^2\sin^2ka=4t^2-E^2$, the result can be written in terms of energy:

$$T=\frac{4t^2-E^2}{4t^2-E^2+U^2}. \tag{12}$$

A raised orbital and a lowered one transmit equally well. Changing the sign of $U$ turns $\tau$ into its complex conjugate, which alters the phase of the transmitted wave and leaves its strength alone.

For given $U\neq0$, the transmission is largest where $\sin ka$ is largest, at the band centre $ka=\pi/2$. There the electron is fastest and the phase (3) is smallest. With the parameters of (b), $(U/2t)^2=0.36$ and the maximum is $1/1.36=0.735$. At $ka=\pi/6$ the transmission has fallen to $0.410$, and at $ka=\pi/12$ to $0.157$. It tends to zero at both band edges, where the velocity vanishes, however small the shift may be.

Near the bottom of the band the result joins on to a continuum problem. For $ka\ll1$, (2) gives $E\approx-2t+ta^2k^2$, which is the energy of a free particle of mass $m=\hbar^2/(2ta^2)$. Then

$$x\approx\frac{U}{2tka}=\frac{m\,(Ua)}{\hbar^2k}.$$

Compare a free particle of mass $m$ that meets the potential $\alpha\,\delta(z)$. Its wave is continuous, so $1+r=\tau$, and its slope jumps by $(2m\alpha/\hbar^2)\tau$. The slope is $ik\tau$ on the right and $ik(1-r)=ik(2-\tau)$ on the left, hence

$$2ik(\tau-1)=\frac{2m\alpha}{\hbar^2}\,\tau,\qquad \tau=\frac1{1+im\alpha/(\hbar^2k)} .$$

This is (9) with $\alpha=Ua$. A wave much longer than the spacing sees the shifted site as a delta potential whose strength is the energy shift times the length of one cell.

## The estimate and the exact result compared

The two expressions in (9) are linked by

$$r=-ix\,\tau. \tag{13}$$

The reflected wave is $-ix$ times the amplitude that is actually present on the shifted site. This relation shows what each estimate did.

The weak-shift estimate took the amplitude on site 0 to be that of the undisturbed incident wave, $\tau\approx1$. Then $|r|\approx|x|$ and $T\approx1-x^2$. The factor left open in the scaling argument is indeed one. What the estimate misses is that the reflection lowers the amplitude on the site, which in turn lowers the reflection. Its error relative to the exact $T$ is

$$\frac{1-x^2}{1/(1+x^2)}-1=(1-x^2)(1+x^2)-1=-x^4 .$$

For $x^2=0.48$ this is $-0.23$. The estimate $0.52$ lies 23 per cent below the exact $0.676$.

The strong-shift estimate took the reflection to be complete, $|r|\approx1$, so that (13) gives $|\tau|\approx1/|x|$. Its relative error is

$$\frac{1/x^2}{1/(1+x^2)}-1=\frac1{x^2}.$$

This is small whenever $|x|\gg1$, which is a wider condition than the $|U|\gg t$ used to derive (5). Near a band edge even a small $U$ gives a large $x$. The balance behind (5) is then no longer justified term by term, since $E\psi_0$ and $t\psi_1$ are not small beside $U\psi_0$. In the exact calculation, however, the cosines cancel and the combination $U-2it\sin ka$ remains, which $U$ dominates as soon as $|x|\gg1$. At $ka=\pi/12$, for example, $x^2=1/0.1569-1=5.37$, and the estimate $1/5.37=0.186$ is 19 per cent above the exact $0.157$.

Neither limit holds near $|x|=1$, where half of the wave is transmitted. This happens at $\sin ka=|U|/2t$, and so it occurs inside the band if $0<|U|\le2t$. For the present parameters $\sin ka=0.6$. If $|U|>2t$, less than half is transmitted at every energy.

## Conductance and added resistance

Connect the chain to two reservoirs. The left one fills the right-moving states up to the chemical potential $\mu_L$, and the right one fills the left-moving states up to $\mu_R<\mu_L$. Each interval $dk$ holds $2\,dk/2\pi$ electrons per unit length, the 2 being for spin. They move with speed $v$ and a fraction $T$ of them gets through. Because $v\,dk=dE/\hbar$, the velocity cancels against the density of states. $T$ is the same from either side, since the chain is mirror symmetric, so the two flows cancel below $\mu_R$. With $e$ the size of the electron charge, the size of the electric current is

$$I=e\int\frac{2\,dk}{2\pi}\,v\,T=\frac{2e}{h}\int_{\mu_R}^{\mu_L}T(E)\,dE. \tag{14}$$

For a bias $V$ so small that $T$ hardly changes over $\mu_L-\mu_R=eV$, this gives

$$G=\frac IV=\frac{2e^2}{h}\,T,\qquad \frac1G=\frac{h}{2e^2}\,(1+x^2). \tag{15}$$

The resistance splits into two terms. The first, $h/2e^2$, is present in the clean chain as well and belongs to the connection of one channel to wide reservoirs. The second is what the shifted site adds:

$$\Delta\mathcal R=\frac{h}{2e^2}\,x^2=\frac{h}{2e^2}\left(\frac{U}{2t\sin ka}\right)^2. \tag{16}$$

It is proportional to $U^2$ for any strength of the shift, although $T$ itself is not linear in $U^2$.

With $x^2=0.480$ the numbers are

$$T=\frac1{1.480}=0.676,\qquad G=77.48\ \mu\mathrm S\times0.6757=52.35\ \mu\mathrm S,$$

$$\Delta\mathcal R=12.906\ \mathrm{k\Omega}\times0.480=6.195\ \mathrm{k\Omega}.$$

The two-terminal resistance is $12.906+6.195=19.10\ \mathrm{k\Omega}$. Had the weak-shift estimate $T\approx0.52$ been used, the added resistance would have come out as $12.906\times(1/0.52-1)=11.9\ \mathrm{k\Omega}$, nearly twice the correct value. An error of 23 per cent in $T$ is magnified because the added resistance depends on the difference between $1/T$ and 1.

## Checks that do not use the matching

The numerical output below contains three comparisons that reach $T$ by other roads.

The first uses energy levels. Let the chain end at $n=\pm M$, so that $\psi_{\pm(M+1)}=0$. States odd in $n$ vanish on site 0 and do not notice $U$. Even states in the band have the form $\psi_n=\cos(k|n|a+\delta)$, and equation (1) at site 0 reads

$$-2t\cos ka\cos\delta=U\cos\delta-2t(\cos ka\cos\delta-\sin ka\sin\delta).$$

Hence $\tan\delta=-x$. The link between $\delta$ and $T$ can be found without (11). On the infinite chain, multiply the even state by $2e^{i\delta}$, which gives $e^{-ik|n|a}+e^{2i\delta}e^{ik|n|a}$, and add the odd state $2i\sin kna=e^{ikna}-e^{-ikna}$. Half of this sum is $e^{ikna}+\tfrac12(e^{2i\delta}-1)e^{-ikna}$ on the left and $\tfrac12(e^{2i\delta}+1)e^{ikna}$ on the right. It is the scattering state with a unit wave coming from the left, so $\tau=\tfrac12(1+e^{2i\delta})=e^{i\delta}\cos\delta$ and $T=\cos^2\delta$. In the finite chain, the end condition $k(M+1)a+\delta=(m+\tfrac12)\pi$, with $m$ an integer, gives $\delta$ from each computed level. For 801 sites, all 400 even levels in the band agree with (12) to within rounding. There are 401 even states in total. The remaining one lies outside the band, where $k$ is not real and no wave arrives to be transmitted.

The second follows a wave packet in time. Its probability density has a standard deviation of 25 sites, and its mean wave number is that of (b). After the collision, a probability of $0.675538$ is found beyond the shifted site. Formula (11) gives $0.675676$ at the mean wave number and $0.675538$ when averaged over the wave numbers in the packet. The small difference is thus the effect of the packet's spread in $k$.

The third tests (14) for many electrons. Two half chains, filled up to $-0.0382$ and $-0.0521$ hartree, are joined through the shifted site. After the initial transient, and before reflections from the far ends return, the time-averaged current is $3.055\times10^{-3}$ atomic units, in agreement with the integral in (14). Without the shift, (14) would give $4.442\times10^{-3}$. The ratio, $0.688$, is the mean of $T$ over the energy window.

## Where the result stops

Formula (11) rests on the equation at site 0. If the foreign atom also changes the hopping to its neighbours, or shifts their energies, that equation or the ones next to it change, and (11) no longer holds as it stands. Two shifted sites reflect waves back and forth between them. Those waves interfere, so (16) may not simply be doubled.

A real interconnect has many channels, and a defect can scatter electrons from one to another, which a single chain cannot describe. Lattice vibrations exchange energy with the electrons and are absent here. So is the interaction between electrons. In a metal it screens the foreign atom and so helps to fix $U$, which is given from outside here. In a wire with a single channel it can do more. The foreign atom leaves ripples in the electron density that die out only slowly with distance, and through the interaction these ripples also scatter electrons at the Fermi energy. The resistance of a real single-channel wire can then depend on its temperature and length, whereas (16) holds for electrons that do not interact.

## Computed values

```
hopping t = 0.050 hartree = 1.3606 eV
site shift U = 0.060 hartree = 1.6327 eV
ka = 1.047198 rad, sin(ka) = 0.866025
energy E = -0.050000 hartree
2 t sin(ka) = 0.086603 hartree
x = 0.692820, x^2 = 0.480000 (no unit)
tau from recursion = 0.675676 -0.468122 i
r from recursion = -0.324324 -0.468122 i
T from formula = 0.675676
T from recursion = 0.675676
R from recursion = 0.324324
conductance quantum 2e^2/h = 77.4809 microsiemens
conductance G = 52.3520 microsiemens
clean-chain resistance = 12.9064 kilo-ohm
two-terminal resistance = 19.1015 kilo-ohm
added resistance = 6.1951 kilo-ohm
T across the band, same t and U (formula, recursion):
  ka =  1 pi/12: 0.156884, 0.156884
  ka =  2 pi/12: 0.409836, 0.409836
  ka =  4 pi/12: 0.675676, 0.675676
  ka =  6 pi/12: 0.735294, 0.735294
  ka =  8 pi/12: 0.675676, 0.675676
  ka = 10 pi/12: 0.409836, 0.409836
  ka = 11 pi/12: 0.156884, 0.156884
finite chain: 801 sites
even band levels compared: 400
largest error in T from levels = 4.3e-13
packet width (standard deviation) = 25 sites
packet: probability beyond site 0 = 0.675538
packet: formula averaged over k = 0.675538
electrons per spin, left and right: 150, 130
left chemical potential = -0.038178 hartree
right chemical potential = -0.052133 hartree
settled current = 3.0554e-03 atomic units
Landauer integral = 3.0555e-03 atomic units
Landauer current for U = 0: 4.4420e-03 atomic units
```
